# Where the doublets of three s-electron atoms meet: London's formula: a program that tests the result

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
"""London model for three atoms with one s electron each.
Result under test: the doublets E = Q +- sqrt(((a-b)^2+(b-c)^2+(c-a)^2)/2)
meet only at a=b=c: an equilateral triangle for like atoms, and in general a
scalene triangle for unlike atoms. a, b, c are the exchange integrals of the
pairs AB, BC, CA; Q is the Coulomb energy. Pair model: J = -A exp(-beta R).
K is the common value of -J on the seam. Energies in eV, lengths in angstrom.
"""
from itertools import permutations, product
import numpy as np
from scipy.linalg import eigh, sqrtm
from scipy.optimize import minimize, brentq, root
from scipy.constants import physical_constants
from pyscf import gto, fci, ao2mo

PAIRS = [(0, 1), (1, 2), (2, 0)]
SPINS = list(product((0, 1), repeat=3))       # 0 = alpha, 1 = beta
ORBS = list(permutations(range(3)))          # orbital held by each electron

# Three-electron space: orbital permutations times spins, then antisymmetrized
states = [(p, s) for p in ORBS for s in SPINS]
index = {state: n for n, state in enumerate(states)}
antisym = np.zeros((48, 48))
for g in ORBS:
    sign = round(np.linalg.det(np.eye(3)[list(g)]))
    for (p, s), n in index.items():
        moved = (tuple(p[e] for e in g), tuple(s[e] for e in g))
        antisym[index[moved], n] += sign / 6
weights, vectors = np.linalg.eigh(antisym)
V = vectors[:, weights > 0.5]
assert V.shape == (48, 8)


def relabel(mapping):
    """Orbital relabelling, restricted to antisymmetric states."""
    M = np.zeros((48, 48))
    for (p, s), n in index.items():
        M[index[(tuple(mapping[o] for o in p), s)], n] = 1
    return V.T @ M @ V


def swap_map(i, j):
    m = [0, 1, 2]
    m[i], m[j] = j, i
    return m


EXCHANGE = [relabel(swap_map(i, j)) for i, j in PAIRS]
CYCLES = relabel([1, 2, 0]) + relabel([2, 0, 1])


def full_matrix(Q, J, cycle=0.0):
    return Q * np.eye(8) + sum(j * M for j, M in zip(J, EXCHANGE)) + cycle * CYCLES


def full_gap(J):
    e = np.linalg.eigvalsh(full_matrix(0.0, J))
    return e[2] - e[0]          # each doublet occurs twice; quartet is higher


# Spin operators and the two doublet functions
def spin_swap(i, j):
    M = np.zeros((8, 8))
    for n, s in enumerate(SPINS):
        t = list(s)
        t[i], t[j] = t[j], t[i]
        M[SPINS.index(tuple(t)), n] = 1
    return M


phi = np.zeros((8, 2))
aab, aba, baa = [SPINS.index(s) for s in ((0, 0, 1), (0, 1, 0), (1, 0, 0))]
phi[[aba, baa], 0] = np.array([1, -1]) / np.sqrt(2)
phi[[aab, aba, baa], 1] = np.array([2, -1, -1]) / np.sqrt(6)
P2 = [phi.T @ spin_swap(i, j) @ phi for i, j in PAIRS]


def block(Q, J, cycle=0.0):
    return (Q - cycle) * np.eye(2) - sum(j * P for j, P in zip(J, P2))


def london(Q, J):
    a, b, c = J
    r = np.sqrt(((a - b)**2 + (b - c)**2 + (c - a)**2) / 2)
    return Q - r, Q + r


rng = np.random.default_rng(4)
for _ in range(20):
    Q, J = rng.normal(), -rng.uniform(0.1, 3, 3)
    a, b, c = J
    lo, hi = london(Q, J)
    expected = [lo] * 2 + [hi] * 2 + [Q - sum(J)] * 4
    assert np.allclose(np.linalg.eigvalsh(full_matrix(Q, J)), sorted(expected), atol=1e-10)
    x, y = a - (b + c) / 2, np.sqrt(3) / 2 * (c - b)
    assert np.allclose(block(Q, J), [[Q + x, y], [y, Q - x]], atol=1e-12)
    # Three-cycle exchange T moves both doublets by -T and the quartet by +2T
    T = 0.05
    shifted = [lo - T] * 2 + [hi - T] * 2 + [Q - sum(J) + 2 * T] * 4
    assert np.allclose(np.linalg.eigvalsh(full_matrix(Q, J, T)), sorted(shifted), atol=1e-10)

# Pair parameters in the order AB, BC, CA
A = np.array([40.0, 30.0, 15.0])
beta = np.array([2.0, 1.5, 1.8])
A_like, beta_like = np.full(3, A[0]), np.full(3, beta[0])
K = 1.0


def exchange(R, amp=A, dec=beta):
    return -amp * np.exp(-dec * np.asarray(R))


def seam(k, amp=A, dec=beta):
    return np.log(amp / k) / dec


def closure(R):
    """Smallest of the three triangle margins; positive for a real triangle."""
    return min(sum(R) - 2 * r for r in R)


def angles(R):
    ab, bc, ca = R
    cosines = [(ab**2 + ca**2 - bc**2) / (2 * ab * ca),
               (ab**2 + bc**2 - ca**2) / (2 * ab * bc),
               (bc**2 + ca**2 - ab**2) / (2 * bc * ca)]
    return np.degrees(np.arccos(cosines))


def blind_search(rab, start, amp, dec):
    f = lambda v: full_gap(exchange([rab, v[0], v[1]], amp, dec))
    res = minimize(f, start, method="Nelder-Mead",
                   options={"xatol": 1e-9, "fatol": 1e-9, "maxiter": 1000})
    return np.array([rab, *res.x]), res.fun


R0 = seam(K)
R_like = seam(K, A_like, beta_like)
found, gap_found = blind_search(R0[0], [1.9, 1.9], A, beta)
found_like, gap_like = blind_search(R_like[0], [1.6, 2.2], A_like, beta_like)
assert np.allclose(found, R0, atol=1e-5) and gap_found < 1e-5
assert np.allclose(found_like, R_like[0], atol=1e-5) and gap_like < 1e-5
assert closure(R0) > 0 and min(abs(R0 - np.roll(R0, 1))) > 0.1

# Range of K for which the seam lengths close into a triangle
K_max = brentq(lambda k: closure(seam(k)), 5.0, 14.9)
assert all(closure(seam(k)) > 0 for k in np.geomspace(1e-8, 0.999 * K_max, 400))
assert all(closure(seam(k)) < 0 for k in np.linspace(1.001 * K_max, 14.99, 50))
A_open = np.array([A[0], 600.0, A[2]])
R_open = seam(K, A_open)
assert closure(R_open) < 0

# Conical opening and Jacobian at fixed R_AB
step = 1e-5
slope = full_gap(exchange(R0 + [0, step, 0])) / step
slope_formula = 2 * beta[1] * K
assert abs(slope / slope_formula - 1) < 1e-4


def xy(R):
    h = block(0.0, exchange(R))
    return np.array([h[0, 0], h[0, 1]])


jac = np.column_stack([(xy(R0 + d) - xy(R0 - d)) / (2 * step)
                       for d in step * np.eye(3)[1:]])
det = np.linalg.det(jac)
det_formula = -np.sqrt(3) / 2 * beta[1] * beta[2] * K**2
assert abs(det / det_formula - 1) < 1e-6


# Sign of the real lower eigenvector after transport around a closed loop
def loop_sign(center, radius, amp=A, dec=beta):
    first = previous = None
    for t in np.linspace(0, 2 * np.pi, 401):
        R = np.array(center) + radius * np.array([0, np.cos(t), np.sin(t)])
        assert closure(R) > 0
        v = np.linalg.eigh(block(0.0, exchange(R, amp, dec)))[1][:, 0]
        if first is None:
            first = v
        else:
            assert abs(v @ previous) > 0.9
            v = v * np.sign(v @ previous)
        previous = v
    return int(round(first @ previous))


radius, offset = 0.1, 0.3
sign_in = loop_sign(R0, radius)
sign_out = loop_sign(R0 - [0, offset, 0], radius)
sign_like = loop_sign(R_like, radius, A_like, beta_like)
assert (sign_in, sign_out, sign_like) == (-1, 1, -1)

# Overlap restored in the norm: squared overlaps exp(-gamma R), constant Q
gamma = np.array([1.8, 1.6, 2.2])
Q_model = -1.0


def metric_terms(R):
    s2 = np.exp(-gamma * R)
    return s2, np.sqrt(np.prod(s2))


def residual(v):
    R = np.array([R0[0], *v])
    s2, cyc = metric_terms(R)
    W = np.linalg.inv(np.real(sqrtm(block(1.0, s2, cyc))))
    h = W @ block(Q_model, exchange(R)) @ W
    return [h[0, 0] - h[1, 1], h[0, 1]]


solution = root(residual, R0[1:], tol=1e-12)
R_overlap = np.array([R0[0], *solution.x])


def overlap_gap(R):
    s2, cyc = metric_terms(R)
    e = eigh(full_matrix(Q_model, exchange(R)), full_matrix(1.0, s2, cyc), eigvals_only=True)
    return e[2] - e[0]


gap_old_point = overlap_gap(R0)
assert overlap_gap(R_overlap) < 1e-8 and gap_old_point > 1e-4
assert closure(R_overlap) > 0

# Real H3 by full CI in a small basis
hartree = physical_constants["Hartree energy in eV"][0]


def h3_gap(ab, bc, ca):
    cx = (ab**2 + ca**2 - bc**2) / (2 * ab)
    cy = np.sqrt(ca**2 - cx**2)
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (ab, 0, 0)], ["H", (cx, cy, 0)]],
                basis="6-31g", spin=1, unit="Angstrom", verbose=0)
    w, U = np.linalg.eigh(mol.intor("int1e_ovlp"))
    X = U / np.sqrt(w)
    h1 = X.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ X
    n = X.shape[1]
    e, ci = fci.direct_spin1.kernel(h1, ao2mo.kernel(mol, X), n, (2, 1),
                                    nroots=2, ecore=mol.energy_nuc())
    for c in ci:
        assert abs(fci.spin_op.spin_square(c, n, (2, 1))[0] - 0.75) < 1e-6
    return (e[1] - e[0]) * hartree


side, long_side = 1.0, 1.1
h3_equal = h3_gap(side, side, side)
h3_isosceles = h3_gap(long_side, side, side)
assert abs(h3_equal) < 1e-6 and h3_isosceles > 0.01

# Unlike atoms placed on an equilateral triangle
J_equal = exchange(np.full(3, R_like[0]))
gap_equal = full_gap(J_equal)
assert gap_equal > 0.1

for name, amp, dec in zip(("AB", "BC", "CA"), A, beta):
    print(f"Pair {name}: A = {amp:.1f} eV, beta = {dec:.1f} 1/angstrom")
print(f"Common exchange strength K = {K:.1f} eV")
print(f"Like atoms (AB function), side at K: {R_like[0]:.4f} angstrom")
print("Like atoms, blind search R_AB, R_BC, R_CA (angstrom):", np.round(found_like, 4))
print("Unlike atoms, formula R_AB, R_BC, R_CA (angstrom):", np.round(R0, 4))
print("Unlike atoms, blind search, same order (angstrom):", np.round(found, 4))
print("Unlike atoms, angles at A, B, C (degree):", np.round(angles(R0), 2))
for k in (0.5, 2.0, 5.0):
    assert full_gap(exchange(seam(k))) < 1e-10
    print(f"Seam at K = {k:.1f} eV, R_AB, R_BC, R_CA (angstrom):", np.round(seam(k), 4))
print(f"Largest K with a closed triangle: {K_max:.3f} eV")
print("Lengths at largest K, AB, BC, CA (angstrom):", np.round(seam(K_max), 4))
print(f"Changed set: A_BC = {A_open[1]:.0f} eV, other parameters kept")
print(f"Changed set at K: R_BC = {R_open[1]:.4f} angstrom")
print(f"Changed set at K: R_AB + R_CA = {R_open[0] + R_open[2]:.4f} angstrom")
print(f"Unlike atoms on equilateral triangle, side {R_like[0]:.4f} angstrom:")
print("  exchange integrals a, b, c (eV):", np.round(J_equal, 4))
print(f"  doublet gap: {gap_equal:.4f} eV")
print(f"Gap slope along R_BC, numerical: {slope:.4f} eV/angstrom")
print(f"Gap slope along R_BC, formula: {slope_formula:.4f} eV/angstrom")
print(f"Jacobian determinant, numerical: {det:.4f} eV^2/angstrom^2")
print(f"Jacobian determinant, formula: {det_formula:.4f} eV^2/angstrom^2")
print(f"Loop radius {radius:.1f} angstrom; outside loop shifted {-offset:.1f} in R_BC")
print(f"Eigenvector sign, unlike atoms, enclosing loop: {sign_in:+d}")
print(f"Eigenvector sign, unlike atoms, outside loop: {sign_out:+d}")
print(f"Eigenvector sign, like atoms, enclosing loop: {sign_like:+d}")
print("Overlap model gamma AB, BC, CA (1/angstrom):", gamma)
print(f"Overlap model Coulomb energy Q: {Q_model:.1f} eV")
print("Squared overlaps at London point:", np.round(metric_terms(R0)[0], 4))
print(f"Gap at London point with overlap: {gap_old_point:.4f} eV")
print("Intersection with overlap, AB, BC, CA (angstrom):", np.round(R_overlap, 4))
print(f"H3 full CI/6-31G, equilateral side {side:.1f} angstrom:")
print(f"  doublet gap below 1e-6 eV: {abs(h3_equal) < 1e-6}")
print(f"H3 full CI/6-31G, sides {long_side:.1f}, {side:.1f}, {side:.1f} angstrom:")
print(f"  doublet gap: {h3_isosceles:.4f} eV")
print("OK")
```

Running it gives:

```
Pair AB: A = 40.0 eV, beta = 2.0 1/angstrom
Pair BC: A = 30.0 eV, beta = 1.5 1/angstrom
Pair CA: A = 15.0 eV, beta = 1.8 1/angstrom
Common exchange strength K = 1.0 eV
Like atoms (AB function), side at K: 1.8444 angstrom
Like atoms, blind search R_AB, R_BC, R_CA (angstrom): [1.8444 1.8444 1.8444]
Unlike atoms, formula R_AB, R_BC, R_CA (angstrom): [1.8444 2.2675 1.5045]
Unlike atoms, blind search, same order (angstrom): [1.8444 2.2675 1.5045]
Unlike atoms, angles at A, B, C (degree): [84.58 41.34 54.08]
Seam at K = 0.5 eV, R_AB, R_BC, R_CA (angstrom): [2.191  2.7296 1.8896]
Seam at K = 2.0 eV, R_AB, R_BC, R_CA (angstrom): [1.4979 1.8054 1.1194]
Seam at K = 5.0 eV, R_AB, R_BC, R_CA (angstrom): [1.0397 1.1945 0.6103]
Largest K with a closed triangle: 14.423 eV
Lengths at largest K, AB, BC, CA (angstrom): [0.51   0.4882 0.0218]
Changed set: A_BC = 600 eV, other parameters kept
Changed set at K: R_BC = 4.2646 angstrom
Changed set at K: R_AB + R_CA = 3.3489 angstrom
Unlike atoms on equilateral triangle, side 1.8444 angstrom:
  exchange integrals a, b, c (eV): [-1.     -1.8862 -0.5423]
  doublet gap: 2.3667 eV
Gap slope along R_BC, numerical: 3.0000 eV/angstrom
Gap slope along R_BC, formula: 3.0000 eV/angstrom
Jacobian determinant, numerical: -2.3383 eV^2/angstrom^2
Jacobian determinant, formula: -2.3383 eV^2/angstrom^2
Loop radius 0.1 angstrom; outside loop shifted -0.3 in R_BC
Eigenvector sign, unlike atoms, enclosing loop: -1
Eigenvector sign, unlike atoms, outside loop: +1
Eigenvector sign, like atoms, enclosing loop: -1
Overlap model gamma AB, BC, CA (1/angstrom): [1.8 1.6 2.2]
Overlap model Coulomb energy Q: -1.0 eV
Squared overlaps at London point: [0.0362 0.0266 0.0365]
Gap at London point with overlap: 0.0198 eV
Intersection with overlap, AB, BC, CA (angstrom): [1.8444 2.2741 1.5043]
H3 full CI/6-31G, equilateral side 1.0 angstrom:
  doublet gap below 1e-6 eV: True
H3 full CI/6-31G, sides 1.1, 1.0, 1.0 angstrom:
  doublet gap: 1.0879 eV
OK
```
